# Why the Caroli trace fails with an interacting retarded Green function: test program

```python
"""
Result under test: the steady current through an interacting region is
  I_L = int dE/2pi { (fL-fR) Tr[GL Gr GR Ga]
                     + Tr[GL Gr (fL Gint + i Sless) Ga] },
so the Caroli trace (first term) with the full Gr is not the current.
GL, GR: lead broadenings; Gr, Ga: full retarded and advanced functions;
Gint = i(Sr - Sa): broadening by the interaction; Sless: its lesser
self-energy; fL, fR: Fermi functions. For one level with GL/GR constant
the Caroli trace keeps the fraction Gamma/(Gamma+Gint), Gamma = GL+GR.
gamma: dephasing broadening of the level. Units e = hbar = 1 in tests,
eV, angstrom and microampere in the worked example.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import null_space, solve_continuous_lyapunov
from scipy.special import expit

rng = np.random.default_rng(4)


def fermi(energy, mu, kt):
    return expit(-(energy - mu) / kt)


def close(x, y, rel):
    return abs(x - y) <= rel * abs(y)


# --- 1. Matrix decomposition of the current density, three levels ---
def random_positive(dim):
    m = rng.normal(size=(dim, dim)) + 1j * rng.normal(size=(dim, dim))
    return m @ m.conj().T / dim


broad_l, broad_r, rate_out, rate_in = [random_positive(3) for _ in range(4)]
ham3 = random_positive(3) - random_positive(3)
broad_int = rate_out + rate_in
occ_l, occ_r = 0.8, 0.3
gr = np.linalg.inv(0.2 * np.eye(3) - ham3
                   + 0.5j * (broad_l + broad_r + broad_int))
ga = gr.conj().T
less_int, great_int = 1j * rate_in, -1j * rate_out
less_l, great_l = 1j * occ_l * broad_l, -1j * (1 - occ_l) * broad_l
less_r, great_r = 1j * occ_r * broad_r, -1j * (1 - occ_r) * broad_r
g_less = gr @ (less_l + less_r + less_int) @ ga
g_great = gr @ (great_l + great_r + great_int) @ ga
density_def = np.trace(less_l @ g_great - great_l @ g_less)
density_coh = (occ_l - occ_r) * np.trace(broad_l @ gr @ broad_r @ ga)
density_inc = np.trace(
    broad_l @ gr @ (occ_l * broad_int + 1j * less_int) @ ga)
assert abs(density_def - density_coh - density_inc) < 1e-10
assert abs(density_inc) > 1e-4

# --- 2. Phase space for scattering in a Fermi liquid (kT = 1) ---
e1 = np.linspace(-40, 40, 801)[:, None]
e2 = e1.T
for e_in in (0.0, 2.0):
    f1, f2 = fermi(e1, 0, 1), fermi(e2, 0, 1)
    f3 = fermi(e1 + e2 - e_in, 0, 1)
    h3 = fermi(-(e1 + e2 - e_in), 0, 1)
    h1, h2 = fermi(-e1, 0, 1), fermi(-e2, 0, 1)
    phase_space = np.sum(h1 * h2 * f3 + f1 * f2 * h3) * 0.1**2
    assert close(phase_space, (e_in**2 + np.pi**2) / 2, 1e-6)

# --- 3. Noise average by listing every history of random phase kicks ---
chain4 = np.diag([0.0, 0.3, 0.1, -0.2]) + np.diag([0.7] * 3, 1) \
    + np.diag([0.7] * 3, -1)
w4, u4 = np.linalg.eigh(chain4)
step4 = (u4 * np.exp(-0.3j * w4)) @ u4.conj().T
damping = np.exp(-0.5 * 0.5 * 0.3)      # exp(-gamma dt / 2)
kick = np.arccos(damping)
start4 = np.diag([1.0, 0.0, 0.0, 1.0]).astype(complex)
mean_rho, mean_prop = np.zeros((4, 4), complex), np.zeros((4, 4), complex)
for signs in itertools.product((1, -1), repeat=8):
    prop = np.eye(4, dtype=complex)
    for sign in signs:
        prop = step4 @ prop
        prop[1] = prop[1] * np.exp(1j * sign * kick)
    mean_prop += prop / 2**8
    mean_rho += prop @ start4 @ prop.conj().T / 2**8
mask4 = np.ones((4, 4))
mask4[1, :] = mask4[:, 1] = damping
mask4[1, 1] = 1.0
map_rho, map_prop = start4.copy(), np.eye(4, dtype=complex)
for _ in range(8):
    map_rho = mask4 * (step4 @ map_rho @ step4.conj().T)
    map_prop = np.diag([1, damping, 1, 1]) @ step4 @ map_prop
assert np.allclose(mean_rho, map_rho, atol=1e-11)
assert np.allclose(mean_prop, map_prop, atol=1e-11)

# --- 4. Noisy level in a real chain: time evolution against formula ---
HOP_L, HOP_R, SITE, MU, KT = 0.6, 0.4, 0.3, 0.8, 0.2


def chain_evolution(t_right, gamma, sites=60, dt=0.1, t_end=50.0):
    """Left inflow, right outflow and level filling at late times."""
    dim, lev = 2 * sites + 1, sites
    hop = np.concatenate([np.ones(sites - 1), [HOP_L, HOP_R],
                          np.full(sites - 1, t_right)])
    ham = np.diag(hop, 1) + np.diag(hop, -1)
    ham[lev, lev] = SITE
    rho = np.zeros((dim, dim), complex)
    for part, mu in ((slice(0, lev), MU), (slice(lev + 1, dim), -MU)):
        w, u = np.linalg.eigh(ham[part, part])
        rho[part, part] = (u * fermi(w, mu, KT)) @ u.T
    w, u = np.linalg.eigh(ham)
    step = (u * np.exp(-1j * w * dt)) @ u.T
    step_dag = step.conj().T.copy()
    mask = np.ones((dim, dim))
    mask[lev, :] = mask[:, lev] = np.exp(-gamma * dt / 4)
    mask[lev, lev] = 1.0
    record = []
    for k in range(int(round(t_end / dt))):
        rho = mask * (step @ (mask * rho) @ step_dag)
        if (k + 1) * dt > 30:
            record.append((2 * HOP_L * rho[lev - 1, lev].imag,
                           -2 * HOP_R * rho[lev + 1, lev].imag,
                           rho[lev, lev].real))
    return np.mean(record, axis=0)


def surface_green(energy, hop):
    z = energy + 1e-11j
    return (z - np.sqrt(z - 2 * hop) * np.sqrt(z + 2 * hop)) / (2 * hop**2)


def chain_formula(t_right, gamma, points=80000):
    """Caroli part, incoherent part, filling, spectral-function current."""
    de = 4.0 / points
    e = -2 + de * (np.arange(points) + 0.5)
    s_l = HOP_L**2 * surface_green(e, 1.0)
    s_r = HOP_R**2 * surface_green(e, t_right)
    b_l, b_r = -2 * s_l.imag, -2 * s_r.imag
    g = 1 / (e - SITE - s_l - s_r + 0.5j * gamma)
    g2 = abs(g)**2
    f_l, f_r = fermi(e, MU, KT), fermi(e, -MU, KT)
    fill = np.sum(g2 * (b_l * f_l + b_r * f_r)) / np.sum(g2 * (b_l + b_r))
    unit = de / (2 * np.pi)
    coh = np.sum((f_l - f_r) * b_l * b_r * g2) * unit
    inc = np.sum(b_l * g2 * gamma * (f_l - fill)) * unit
    spec = np.sum((f_l - f_r) * b_l * b_r / (b_l + b_r)
                  * (-2 * g.imag)) * unit
    return coh, inc, fill, spec


chain_rows = []
for t_right, gamma in ((1.0, 0.0), (1.0, 0.5), (0.7, 0.5)):
    inflow, outflow, filling = chain_evolution(t_right, gamma)
    coh, inc, fill, spec = chain_formula(t_right, gamma)
    assert close(inflow, coh + inc, 0.01)
    assert close(outflow, coh + inc, 0.01)
    assert abs(filling - fill) < 0.01
    if t_right == 1.0:      # equal leads: coupling ratio is constant
        assert close(spec, coh + inc, 1e-3)
    if gamma > 0:
        assert coh < 0.9 * inflow
    chain_rows.append((t_right, gamma, inflow, coh, inc))

# --- 5. Worked example: single-molecule junction on gold ---
G_L, G_R, GAMMA_D, LEVEL = 0.020, 0.010, 0.030, 0.10
BIAS, TEMP, GAP, RADIUS = 0.60, 300.0, 12.0, 4.0
G_T = G_L + G_R
kt = const.k * TEMP / const.e
per_ev = const.e**2 / const.h * 1e6     # microampere per eV of window
per_rate = per_ev * 2 * np.pi           # microampere per eV of rate

# frozen Lorentzian spread of the level: same mean Gr, exact mean |Gr|^2
n_lev = 4000
angle = np.pi * ((np.arange(n_lev) + 0.5) / n_lev - 0.5)
frozen = LEVEL + 0.5 * GAMMA_D * np.tan(angle)
for e in (0.05, 0.10, 0.18):
    g_each = 1 / (e - frozen + 0.5j * G_T)
    g_mean = 1 / (e - LEVEL + 0.5j * (G_T + GAMMA_D))
    assert abs(np.mean(g_each) - g_mean) < 1e-8 * abs(g_mean)
    true_t = G_L * G_R * np.mean(abs(g_each)**2)
    assert close(true_t, G_L * G_R / G_T * (-2 * g_mean.imag), 1e-8)
    assert close(G_L * G_R * abs(g_mean)**2 / true_t,
                 G_T / (G_T + GAMMA_D), 1e-8)

n_grid = 200001
theta = np.pi * ((np.arange(n_grid) + 0.5) / n_grid - 0.5)
grid = 0.2 * np.tan(theta)
weight = 0.2 / np.cos(theta)**2 * np.pi / n_grid
fl, fr = fermi(grid, BIAS / 2, kt), fermi(grid, -BIAS / 2, kt)


def currents(gamma, level=LEVEL):
    """True and Caroli currents in microampere, one spin channel."""
    g = 1 / (grid - level + 0.5j * (G_T + gamma))
    true = np.sum(weight * (fl - fr) * G_L * G_R / G_T * (-2 * g.imag))
    caroli = np.sum(weight * (fl - fr) * G_L * G_R * abs(g)**2)
    return per_ev * true, per_ev * caroli


window = np.linspace(-0.8, 0.8, 1601)
drive = fermi(window, BIAS / 2, kt) - fermi(window, -BIAS / 2, kt)


def frozen_currents(levels):
    """Coherent current of each frozen level, in microampere."""
    t = G_L * G_R / ((window[None, :] - levels[:, None])**2 + G_T**2 / 4)
    return per_ev * (t @ drive) * (window[1] - window[0])


i_true, i_caroli = currents(GAMMA_D)
i_frozen = np.mean(frozen_currents(frozen))
assert close(i_frozen, i_true, 1e-3)
i_limit = per_rate * G_L * G_R / G_T
g2 = 1 / ((grid - LEVEL)**2 + (G_T + GAMMA_D)**2 / 4)
left_zero = i_caroli + per_ev * np.sum(weight * fl * GAMMA_D * G_L * g2)
right_zero = i_caroli - per_ev * np.sum(weight * fr * GAMMA_D * G_R * g2)
assert left_zero > 1.05 * right_zero
peak_clean = 4 * G_L * G_R / G_T**2
peak_true = G_L * G_R * np.mean(abs(1 / (LEVEL - frozen + 0.5j * G_T))**2)
peak_caroli = 4 * G_L * G_R / (G_T + GAMMA_D)**2

# --- 6. Coulomb repulsion, two spins, infinite bias: master equation ---
low, one2 = np.array([[0.0, 1.0], [0.0, 0.0]]), np.eye(2)
op_a = np.kron(low, one2)
op_b = np.kron(np.diag([1.0, -1.0]), low)
one4 = np.eye(4)


def generator(level, repulsion, jump_sign):
    """jump_sign -1 is the rule for operators odd in the fermions."""
    n_a, n_b = op_a.T @ op_a, op_b.T @ op_b
    ham = level * (n_a + n_b) + repulsion * n_a @ n_b
    gen = -1j * (np.kron(ham, one4) - np.kron(one4, ham.T))
    for op in (op_a, op_b):
        for jump in (np.sqrt(G_L) * op.T, np.sqrt(G_R) * op):
            loss = jump.T @ jump
            gen = gen + jump_sign * np.kron(jump, jump) - 0.5 * (
                np.kron(loss, one4) + np.kron(one4, loss.T))
    return gen


def coulomb_share(repulsion):
    """Caroli current over true current from the closed 2x2 equations."""
    m = np.array([[-G_T / 2, -1j * repulsion],
                  [G_L, -1j * repulsion - 1.5 * G_T]])
    x = np.array([[1.0], [G_L / G_T]], complex)
    return G_T * solve_continuous_lyapunov(m, -x @ x.conj().T)[0, 0].real


U_IN = 0.30
kernel = null_space(generator(LEVEL, U_IN, 1), rcond=1e-10)
assert kernel.shape[1] == 1
rho = kernel[:, 0].reshape(4, 4)
rho = rho / np.trace(rho)
fill_a = np.trace(op_a.T @ op_a @ rho).real
i_coulomb = G_L * (1 - fill_a)
assert close(i_coulomb, G_L * G_R / G_T, 1e-8)
source = (op_a.T @ rho + rho @ op_a.T).ravel()
odd = generator(LEVEL, U_IN, -1)
n_e = 3000
th = np.pi * ((np.arange(n_e) + 0.5) / n_e - 0.5)
e_c = LEVEL + U_IN / 2 + 0.15 * np.tan(th)
w_c = 0.15 / np.cos(th)**2 * np.pi / n_e
g_many = np.array([-1j * (op_a.T.ravel() @ np.linalg.solve(
    -1j * e * np.eye(16) - odd, source)) for e in e_c])
z = e_c - LEVEL
n_other = G_L / G_T
g_closed = (z - U_IN + 1.5j * G_T + n_other * U_IN) / (
    (z + 0.5j * G_T) * (z - U_IN + 1.5j * G_T) - 1j * U_IN * G_L)
assert np.max(abs(g_many - g_closed)) < 1e-7 * np.max(abs(g_closed))
caroli_many = G_L * G_R * np.sum(w_c * abs(g_many)**2) / (2 * np.pi)
share_many = caroli_many / i_coulomb
assert close(share_many, coulomb_share(U_IN), 1e-5)
assert close(coulomb_share(0.0), 1.0, 1e-10)
share_large = G_T * ((1 - n_other)**2 / (G_T + 2 * G_L)
                     + n_other**2 / (G_T + 2 * G_R))
assert close(coulomb_share(200 * G_T), share_large, 0.01)

# --- 7. Sizes of effects that the one-level model leaves out ---
coul = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # eV angstrom
k = np.arange(1, 20001)
partial = np.cumsum((-1.0)**(k + 1) / k)
image_sum = 0.5 * (partial[-1] + partial[-2])
assert close(image_sum, np.log(2), 1e-7)
u_bare = coul / RADIUS
u_screened = u_bare - 2 * coul * image_sum / GAP
# three charge states (empty, up, down) when double filling is blocked
rates = np.array([[-2 * G_L, G_R, G_R], [G_L, -G_R, 0], [G_L, 0, -G_R]])
prob = null_space(rates)[:, 0]
prob = prob / prob.sum()
i_blocked = per_rate * G_R * (prob[1] + prob[2])
assert close(i_blocked, per_rate * 2 * G_L * G_R / (2 * G_L + G_R), 1e-9)
shift = BIAS * 1.0 / GAP                # level 1 angstrom off centre
i_up, i_down = currents(GAMMA_D, LEVEL + shift)[0], \
    currents(GAMMA_D, LEVEL - shift)[0]
REORG = 0.10
sigma = np.sqrt(2 * REORG * kt)
x = np.linspace(-7, 7, 1401)
gauss = np.exp(-x**2 / 2)
i_slow = np.sum(gauss * frozen_currents(LEVEL + sigma * x)) / gauss.sum()
HALF_BAND = 5.0
shape = np.sqrt(1 - (window / HALF_BAND)**2)
g_band = 1 / (window - LEVEL - 0.5 * G_T * (window / HALF_BAND - 1j * shape)
              + 0.5j * GAMMA_D)
i_band = per_ev * np.sum(drive * G_L * G_R / G_T * shape
                         * (-2 * g_band.imag)) * (window[1] - window[0])

print("CHAIN TEST (energies in lead hopping, current in hopping/hbar)")
print(f"level {SITE}, couplings {HOP_L} {HOP_R}, mu +-{MU}, kT {KT}")
for t_right, gamma, inflow, coh, inc in chain_rows:
    print(f"right hopping {t_right}, gamma {gamma}: evolved {inflow:.4f},"
          f" Caroli {coh:.4f}, incoherent {inc:.4f}")
print("JUNCTION, one spin channel")
print(f"Gamma_L, Gamma_R, gamma = {G_L:.3f}, {G_R:.3f}, {GAMMA_D:.3f} eV")
print(f"level {LEVEL:.2f} eV, bias {BIAS:.2f} V, T {TEMP:.0f} K,"
      f" kT {kt:.4f} eV")
print(f"e^2/h = {per_ev:.3f} uA per V; e/hbar = {per_rate:.2f} uA per eV")
print(f"peak transmission without dephasing: {peak_clean:.4f}")
print(f"peak transmission, true: {peak_true:.4f}")
print(f"peak transmission, Caroli: {peak_caroli:.4f}")
print(f"true current: {i_true:.4f} uA")
print(f"mean over frozen levels: {i_frozen:.4f} uA")
print(f"Caroli current: {i_caroli:.4f} uA")
print(f"missing incoherent current: {i_true - i_caroli:.4f} uA")
print(f"Caroli / true: {i_caroli / i_true:.4f}")
print(f"wide-window limit: {i_limit:.4f} uA")
print(f"lesser self-energy set to zero, left inflow: {left_zero:.4f} uA")
print(f"lesser self-energy set to zero, right outflow: {right_zero:.4f} uA")
for gamma in (0.0, 0.010, 0.030, 0.100):
    a, b = currents(gamma)
    print(f"gamma {gamma:.3f} eV: true {a:.4f} uA, Caroli {b:.4f} uA,"
          f" ratio {b / a:.4f}")
print("COULOMB REPULSION, infinite bias, same Gamma_L and Gamma_R")
print(f"filling per spin: {fill_a:.4f}")
print(f"true current per spin: {per_rate * i_coulomb:.4f} uA")
print(f"Caroli per spin at U = {U_IN:.2f} eV:"
      f" {per_rate * caroli_many:.4f} uA")
print(f"Caroli / true at U = {U_IN:.2f} eV: {share_many:.4f}")
print(f"Caroli / true for large U: {share_large:.4f}")
print("NEGLECTED EFFECTS")
print(f"radius {RADIUS:.0f} angstrom, gap {GAP:.0f} angstrom")
print(f"charging energy, bare: {u_bare:.2f} eV")
print(f"charging energy with image charges: {u_screened:.2f} eV")
print(f"two spins, no repulsion, wide window: {2 * i_limit:.4f} uA")
print(f"two spins, double filling blocked: {i_blocked:.4f} uA")
print(f"mean field in gap: {BIAS / GAP * 100:.1f} MV/cm")
print(f"level shift for 1 angstrom off centre: {shift:.3f} eV")
print(f"true current, level up / down: {i_up:.4f} / {i_down:.4f} uA")
print(f"slow spread, reorganization {REORG:.2f} eV: sigma {sigma:.4f} eV")
print(f"current with slow spread alone: {i_slow:.4f} uA")
print(f"current with half bandwidth {HALF_BAND:.0f} eV: {i_band:.4f} uA")
print("tests ok")
```

It prints:

```
CHAIN TEST (energies in lead hopping, current in hopping/hbar)
level 0.3, couplings 0.6 0.4, mu +-0.8, kT 0.2
right hopping 1.0, gamma 0.0: evolved 0.1357, Caroli 0.1357, incoherent 0.0000
right hopping 1.0, gamma 0.5: evolved 0.1083, Caroli 0.0723, incoherent 0.0360
right hopping 0.7, gamma 0.5: evolved 0.1261, Caroli 0.0890, incoherent 0.0371
JUNCTION, one spin channel
Gamma_L, Gamma_R, gamma = 0.020, 0.010, 0.030 eV
level 0.10 eV, bias 0.60 V, T 300 K, kT 0.0259 eV
e^2/h = 38.740 uA per V; e/hbar = 243.41 uA per eV
peak transmission without dephasing: 0.8889
peak transmission, true: 0.4444
peak transmission, Caroli: 0.2222
true current: 1.5009 uA
mean over frozen levels: 1.5009 uA
Caroli current: 0.7504 uA
missing incoherent current: 0.7504 uA
Caroli / true: 0.5000
wide-window limit: 1.6228 uA
lesser self-energy set to zero, left inflow: 3.0606 uA
lesser self-energy set to zero, right outflow: 0.7210 uA
gamma 0.000 eV: true 1.5610 uA, Caroli 1.5610 uA, ratio 1.0000
gamma 0.010 eV: true 1.5409 uA, Caroli 1.1556 uA, ratio 0.7500
gamma 0.030 eV: true 1.5009 uA, Caroli 0.7504 uA, ratio 0.5000
gamma 0.100 eV: true 1.3670 uA, Caroli 0.3155 uA, ratio 0.2308
COULOMB REPULSION, infinite bias, same Gamma_L and Gamma_R
filling per spin: 0.6667
true current per spin: 1.6228 uA
Caroli per spin at U = 0.30 eV: 0.5433 uA
Caroli / true at U = 0.30 eV: 0.3348
Caroli / true for large U: 0.3143
NEGLECTED EFFECTS
radius 4 angstrom, gap 12 angstrom
charging energy, bare: 3.60 eV
charging energy with image charges: 1.94 eV
two spins, no repulsion, wide window: 3.2455 uA
two spins, double filling blocked: 1.9473 uA
mean field in gap: 5.0 MV/cm
level shift for 1 angstrom off centre: 0.050 eV
true current, level up / down: 1.4707 / 1.5134 uA
slow spread, reorganization 0.10 eV: sigma 0.0719 eV
current with slow spread alone: 1.5379 uA
current with half bandwidth 5 eV: 1.5045 uA
tests ok
```
